# Thermal conductivity of a binary liquid at zero particle flux, part 2

We seek the thermal conductivity $\kappa$ of a neutral, non-reacting two-species liquid at uniform pressure, in a closed layer where no particles flow. Gradients point along $x$. Numerical values use eV, Å, ps and K, with masses in u.

Species $i$ has molecular mass $m_i$, number density $n_i$, mole fraction $x_i=n_i/n$ with $n=n_1+n_2$, and chemical potential $\mu_i$; $\rho$ is the mass density and $r=m_1/m_2$. At zero total momentum the energy flux $J_E$ and particle fluxes $J_i$ obey $J_2=-rJ_1$ and $J_a=\sum_{b=E,1}L_{ab}X_b$, where $L$ is the symmetric Green-Kubo matrix and

$$
X_E=\nabla\frac1T=-\frac{\nabla T}{T^2},\qquad
X_1=-\nabla\frac{\mu_1}{T}+r\,\nabla\frac{\mu_2}{T}. \tag{2}
$$

Before momentum is removed, slowly varying fields $\xi_E=\delta(1/T)$, $\xi_i=-\delta(\mu_i/T)$ in a volume $V$ give

$$
J_a=\sum_{b=E,1,2}\frac V{k_B}\int_0^t\langle J_a(s)J_b(0)\rangle\,ds\;X_b^{(0)},
\qquad X_b^{(0)}=\nabla\xi_b . \tag{3}
$$

With enthalpy density $H$, the momentum part leaves in $V\langle J_E(t)J_E(0)\rangle$ the constant

$$
V\,\frac{(k_BTH)^2}{\rho Vk_BT}=\frac{k_BTH^2}{\rho}. \tag{4}
$$

Zero particle flux gives the Schur complement

$$
\boxed{\;\kappa=\frac1{T^2}\Big(L_{EE}-\frac{L_{E1}L_{1E}}{L_{11}}\Big)\;} \tag{6}
$$

For any real $c$, the Green-Kubo integral of $J_E-cJ_1$ is

$$
L[J_E-cJ_1]=L_{EE}-2cL_{E1}+c^2L_{11}
=\kappa T^2+L_{11}\Big(c-\frac{L_{E1}}{L_{11}}\Big)^2. \tag{7}
$$

Here $c^*=L_{E1}/L_{11}$ is the energy carried per molecule of species 1 in isothermal interdiffusion. Adding energy $u$ to each molecule of species 1 gives

$$
L_{EE}'=L_{EE}+2uL_{E1}+u^2L_{11},\qquad L_{E1}'=L_{E1}+uL_{11}. \tag{8}
$$

The test model has molecules with discrete velocities $v$ along $x$, and energy packets that carry heat but no momentum and are not conserved in number. Its $L$ comes from time correlations. Separately, its kinetic equation is solved for a steady closed layer 160 Å wide, with walls 1 K apart, and read in the middle.

### Numbers

The masses are 100 and 80 u, and each species has 0.003 molecules per Å$^3$. The collision rates are $12(1+0.3|v|/v_{\rm th})$ and $18(1+0.1|v|/v_{\rm th})$ per ps, where $v_{\rm th}=\sqrt{k_BT/m_i}$. Packets have density $n_p=0.05$ Å$^{-3}$, energy $\varepsilon=0.025$ eV, speed $c_p=7$ Å/ps along $x$ and collision rate $\gamma_p=3$ ps$^{-1}$. At 300 K, $k_BT=0.02585$ eV. The result is

$$
L_{EE}=5.93267\ \frac{\rm eV\,K}{\text{Å\,ps}},\quad
L_{E1}=-0.0229706\ \frac{\rm K}{\text{Å\,ps}},\quad
L_{11}=2.00166\ \frac{\rm K}{\rm eV\,\text{Å}\,ps}.
$$

These digits are those of the stated model, kept so that the subtraction can be followed:

$$
\kappa=\frac{5.93267-(0.0229706)^2/2.00166}{(300)^2}
=\frac{5.93241}{90000}=6.592\times10^{-5}\ \frac{\rm eV}{\text{Å\,ps\,K}} .
$$

This equals 0.1056 W/(m K). The closed layer gives the same value. A second solution, with an imposed interdiffusion flux, supplies the remaining information about $L$. The matrix recovered from the two layers differs from the Green-Kubo matrix by at most $6.3\times10^{-9}$, relative to $\sqrt{L_{aa}L_{bb}}$.

The packets make the correction small relative to $\kappa$ here, although they leave the subtracted term itself unchanged. Their flux does not overlap with any conserved quantity, so it decays at the single rate $\gamma_p$ and contributes

$$
\frac{n_p\varepsilon^2c_p^2}{k_B\gamma_p}=5.923\ \frac{\rm eV\,K}{\text{Å\,ps}}
$$

to $L_{EE}$. Molecular motion supplies only about 0.01 in the same unit, and the Schur term can take no more than that part.

The energy zero changes the picture. With $u=10$ eV, equation (8) gives

$$
L_{EE}'=5.93267-0.45941+200.166=205.639\ \frac{\rm eV\,K}{\text{Å\,ps}},
$$

and $L_{EE}'/T^2=3.66$ W/(m K). The new cross element is $L_{E1}'=19.9936$ K/(Å ps), and the term to be subtracted is 199.707 eV K/(Å ps). Their difference restores the old conductivity. For $u=1$ eV the uncorrected value is 0.1404 W/(m K), and $c^*$ moves from $-0.01148$ to 0.98852 eV, by the amount of the shift.

A mixture with masses 10 and 100 u shows the correction without any shift. Its base collision rates are 12 and 6 ps$^{-1}$ and its packet density is 0.002 Å$^{-3}$; all other settings are as before. Here $L_{EE}/T^2=0.00603$ W/(m K), while the Schur complement and the closed layer both give 0.00520 W/(m K). The energy element alone is 16 % too large, relative to $\kappa$. The packet part, scaled by its density from the value above, is 0.00422 W/(m K). Molecular motion thus contributes 0.00181 W/(m K) to $L_{EE}/T^2$, and zero particle flux removes 0.00083 W/(m K) of it.

### Before the composition has adjusted

When a temperature difference is first applied to a uniform mixture, particles still drift. At fixed pressure and composition, $\partial(\mu_i/T)/\partial T=-h_i/T^2$, where $h_i$ is the partial enthalpy per molecule. With $\tilde h=h_1-rh_2$,

$$
X_1=\tilde h\,\frac{\nabla T}{T^2}=-\tilde hX_E .
$$

In general this is not zero, so $L_{EE}/T^2$ is not the early conductivity either. The fluxes are $J_E=(L_{EE}-\tilde hL_{E1})X_E$ and $J_1=(L_{1E}-\tilde hL_{11})X_E$. The drifting molecules carry enthalpy $h_1J_1+h_2J_2=\tilde hJ_1$. Subtracting it leaves the heat flux

$$
J_E-\tilde hJ_1=(L_{EE}-2\tilde hL_{E1}+\tilde h^2L_{11})X_E .
$$

This is the quadratic form (7) at $c=\tilde h$. The conductivity at uniform composition is therefore

$$
\kappa_0=\kappa+\frac{L_{11}}{T^2}(c^*-\tilde h)^2\ge\kappa . \tag{9}
$$

Subtracting the enthalpy from the energy flux yields $\kappa_0$, and $\kappa$ only when $c^*=\tilde h$.

In the model each molecule has mean kinetic energy $k_BT/2$ along $x$, and pressure adds $k_BT$. So $h_i=\tfrac32k_BT$ and $\tilde h=-0.25\times1.5\times0.02585=-0.00969$ eV. With $c^*=-0.01148$ eV, $\kappa_0-\kappa$ is $1.1\times10^{-7}$ W/(m K), about one part in a million of $\kappa$. In the mixture of unequal masses, $\kappa_0=0.005215$ and $\kappa=0.005203$ W/(m K). There the excess of $L_{EE}/T^2$ over $\kappa$ is $L_{11}c^{*2}/T^2$, so (9) gives

$$
\frac{|c^*-\tilde h|}{|c^*|}=\sqrt{\frac{0.000012}{0.000828}}\approx0.12 .
$$

With energies counted from molecules at rest, $c^*=0.031$ eV and $\tilde h=0.035$ eV, so the enthalpy carried by drifting molecules matches the cross coefficient to about 12 % in that mixture. The ratio depends on the energy zero; only the difference $c^*-\tilde h$ does not.

### Composition gradient and diffusion

For ideal mixing, $\mu_i/T$ contains $k_B\ln x_i$. Since $\nabla x_2=-\nabla x_1$,

$$
X_1=\tilde h\frac{\nabla T}{T^2}-k_B\Big(\frac1{x_1}+\frac r{x_2}\Big)\nabla x_1
=\tilde h\frac{\nabla T}{T^2}-k_B\frac{x_2+rx_1}{x_1x_2}\nabla x_1 .
$$

At zero particle flux $X_1=c^*\nabla T/T^2$. Equating the two expressions gives the Soret coefficient

$$
S_T\equiv-\frac{\nabla x_1}{x_1x_2\nabla T}=\frac{c^*-\tilde h}{k_BT^2(x_2+rx_1)} . \tag{10}
$$

In the example $c^*-\tilde h=-0.00178$ eV when the two terms are not rounded first, and $S_T=-0.00178/(7.756\times1.125)=-2.0\times10^{-4}$ K$^{-1}$. The negative sign means that species 1 gathers on the hot side. In this model the sign is set by how steeply the collision rates rise with speed, not by the masses: exchanging the slopes 0.3 and 0.1 reverses it, and with constant rates $S_T=0$. In real mixtures of otherwise similar molecules the heavier species usually moves to the cold side. One kelvin across the layer changes its mole fraction by $5.1\times10^{-5}$.

At uniform temperature $J_1=L_{11}X_1$ contains the composition term alone. The mutual diffusion coefficient $D$ is defined by $m_1J_1=-\rho D\nabla w_1$, with mass fraction $w_1=m_1n_1/\rho$. Differentiating $w_1=m_1x_1/(m_1x_1+m_2x_2)$ gives $\nabla w_1=m_1m_2(n/\rho)^2\nabla x_1$, so $J_1=-D(m_2n^2/\rho)\nabla x_1$. With $x_2+rx_1=\rho/(m_2n)$,

$$
D=\frac{k_BL_{11}\,\rho^2}{m_2^2n^3x_1x_2}
=\frac{1.725\times10^{-4}\times(1.125)^2}{0.006\times0.25}=0.146\ \text{Å}^2/{\rm ps}.
$$

In a closed cell of thickness $d$ the slowest composition pattern is a half cosine, which decays in $d^2/(\pi^2D)$. For $d=0.3$ mm this is 6.3 s. Heat spreads in 0.13 s, if the volumetric heat capacity is $1.5\times10^6$ J/(m$^3$ K), a rough typical value. Well after the thermal time and well before the settling time of the composition, an experiment sees a conductivity close to $\kappa_0$; after several settling times it sees $\kappa$. The passage between them is gradual, because the closed walls stop the particle flux there at once and the composition adjusts from the walls inward. While the adjusted layers are thin, the fraction of $\kappa_0-\kappa$ already lost is about $4\sqrt{Dt/\pi}/d$. This estimate assumes that the temperature profile is already linear. In this cell the fraction is a fifth after 0.5 s, so there is no clear plateau at $\kappa_0$. If only one wall is heated, the flux at that wall still exceeds its steady value by about 4 % at that time, far more than $\kappa_0-\kappa$.

### Using the result in a simulation

1. Keep the total momentum at zero, or subtract the momentum part from each flux. In the example the neglected subtraction would leave the constant (4), $2.5\times10^{-5}$ eV$^2$/(Å ps$^2$). Packets carry no momentum, so $H$ contains the molecular enthalpy alone. Divided by $k_BT^2$, this constant raises the apparent $L_{EE}/T^2$ by 0.0052 W/(m K) for each picosecond of integration, about 5 % of $\kappa$.
2. Record $J_E$ and $J_1$ at the same instants, and compute all elements from the same data with the same upper time limit. Any estimate that is bilinear in the fluxes then transforms by (8), with $2L_{E1}$ read as $L_{E1}+L_{1E}$ if noise makes the two differ, and its Schur complement is independent of $u$ apart from rounding.
3. Average the two cross elements, and evaluate (6) from the averaged matrix.

Small errors in the elements change the Schur complement by

$$
\delta(\kappa T^2)=\delta L_{EE}-2c^*\delta L_{E1}+c^{*2}\delta L_{11}, \tag{11}
$$

as differentiation of (6) shows. If $L_{EE}$ alone is 0.1 % too large, $\kappa$ is 0.1 % too large for $u=0$ but 3.5 % too large for $u=10$ eV. Independent estimates of the elements, or elements rounded before the subtraction, therefore need a good energy zero. Replacing $J_E$ by $J_E-cJ_1$, with $c$ near a first estimate of $c^*$, makes the cross element small and removes most of the amplification. If the same correlated data are used throughout, the errors in (11) compensate under a shift of energy zero, but the statistical uncertainty that was present before the shift remains.

### The model beside real liquids

The parameters give the mixture a conductivity and a diffusion coefficient of the size found in nonpolar organic solvents at room temperature. Such liquids have conductivities of roughly 0.1 to 0.15 W/(m K) and mutual diffusion coefficients of the order of 0.1 Å$^2$/ps. The agreement in size comes from the choice of rates and packets and is not a prediction. The model's heat capacity at constant pressure is low: packets contribute $n_p\varepsilon^2/(k_BT^2)$ and molecules $\tfrac32nk_B$, together about $0.77\times10^6$ J/(m$^3$ K), half the rough typical value used for the thermal time. Its Soret coefficient is also small, since real mixtures often have magnitudes of roughly $10^{-3}$ to $10^{-2}$ K$^{-1}$. The model leaves out attraction between molecules and non-ideal mixing, both of which enter the coefficient of a real mixture. By (9) and (10), $\kappa_0-\kappa$ grows as $S_T^2$ when the other quantities are held fixed. At $10^{-2}$ K$^{-1}$ it would be $2.7\times10^{-4}$ W/(m K), or 0.3 % of $\kappa$.

Several effects outside the model can be sized for the 0.3 mm cell with 1 K across it, from rough material values:

- Radiation diffusing through an absorbing liquid carries $-(\ell/3)\nabla(4\nu^2\sigma_{\rm SB}T^4)$, where $\ell$ is the photon path, $\nu$ the refractive index and $\sigma_{\rm SB}$ the Stefan-Boltzmann constant. It adds $16\nu^2\sigma_{\rm SB}T^3\ell/3$ to the conductivity. For $\nu=1.45$ and $\ell=0.1$ mm this is 1.6 % of $\kappa$. The path is not very short compared with the cell, so the figure is an order of magnitude.
- A vibration of energy $\hbar\omega=0.01$ eV has its classical heat capacity lowered by the fraction $(\hbar\omega/k_BT)^2/12$, or 1.2 %. This estimate is for soft motion between molecules. Most vibrations inside organic molecules have $\hbar\omega$ well above $k_BT$, where the expansion fails and a classical treatment greatly overstates their heat capacity.
- Kinetic energy across the gradient, carried by diffusing molecules, adds about $nk_BD$, or 0.1 % of $\kappa$.
- Buoyancy is weak in a horizontal layer with the model's Soret coefficient. With kinematic viscosity $5\times10^{-7}$ m$^2$/s and thermal expansion $1.2\times10^{-3}$ K$^{-1}$, the thermal Rayleigh number is 9. Its counterpart for the Soret-induced density difference, with $D$ in place of the thermal diffusivity, is 4. Convection between rigid plates sets in near 1708 for heating from below, and near 720 when composition alone drives it and the plates are impermeable. The second number grows in proportion to $S_T$: at $10^{-2}$ K$^{-1}$ it is about 200. Both numbers grow as $d^3$, so with that Soret coefficient the value 720 is reached near $d=0.46$ mm, and a thicker cell in which the denser mixture collects on top needs a new estimate.

Equation (6) ceases to describe the measured conductivity when its conditions fail. In a reacting mixture the species are not separately conserved, and closed walls do not force $J_1$ to vanish inside the liquid. In a cell with flowing liquid, convection adds to the energy flux. In a layer as thin as the distance over which fluxes are correlated, the gradient cannot be taken out of the integral that led to (3), and no local conductivity is defined.
